Breit–Pauli Electron–Electron Terms from One Unretarded Transverse Photon

**Two electrons and no light**

Two slow electrons share a trap or an atom, and no photon enters or leaves. In Coulomb gauge their electrostatic repulsion 1/r is instantaneous. Each electron is also a small current and a small magnet, and both couple to the transverse field. One electron can therefore emit a photon that the other absorbs. If this exchange is fast compared with the electronic motion, the photon can be removed from the description. What interaction between the electrons does it leave behind?

Hartree atomic units with Gaussian fields are used: ħ = m = e = 1 and c = 1/α. The electron charge is −1, the spin is s = σ/2 and g = 2. Let r = r1 − r2 and r = |r| where a scalar is needed. Repeated indices a, b are summed. The answer is H_B = H_oo + H_soo + H_ss, with

H_oo = −(α²/2)[δ_ab/r + r_a r_b/r³] p1_a p2_b

H_soo = α²[s1·(r×p2) − s2·(r×p1)]/r³

H_ss = α²[s1·s2/r³ − 3(s1·r)(s2·r)/r⁵ − (8π/3) s1·s2 δ(r)].

These are the orbit-orbit, spin-other-orbit and spin-spin terms. In H_ss the first two terms are to be integrated over angles before radius.

**The coupling**

With π = p + αA, the Pauli kinetic energy is (σ·π)²/2 = π²/2 + (i/2)σ·(π×π). Since π×π = α(p×A + A×p) = −iαB, this equals

(p + αA)²/2 + α s·B, with B = ∇×A.

In Coulomb gauge p·A = A·p, so the part linear in the field is

V = V1 + V2, V_i = α[p_i·A(r_i) + s_i·B(r_i)].

The A² term changes the photon number by zero or two, and so does not pass a single photon between the electrons. Acting once on each electron it exchanges two photons, which adds −α³/(2πr³) for r ≠ 0; this is one power of α beyond H_B and is left out. Terms in which one electron reabsorbs its own photon are self-energies and are dropped.

**First derivation: summing over virtual photons**

In a box of volume Ω, with real polarization vectors ε perpendicular to k and ω = ck,

A(x) = Σ_kλ (2πc²/(Ωω))^{1/2} [ε a e^{ik·x} + h.c.].

The amplitude is fixed by the vacuum energy. Per mode, E² and B² each average to 2πω/Ω, and (Ω/8π)(4πω/Ω) = ω/2, as required.

The curl of ε e^{ik·x} is i k×ε e^{ik·x}. Electron i therefore absorbs a photon through the operator J_i = v_i e^{ik·r_i}, where

v_i = ε·p_i + i s_i·(k×ε),

and emits one through J_i†. Because ε·k = 0, the momentum and the exponential may stand in either order.

Second-order perturbation theory starts and ends with no photon. The intermediate state lies higher by ω + ΔE, where ΔE is an electronic energy difference. Neglecting ΔE gives the denominator −1/ω. Either electron may emit, so there are two terms:

H_B = −Σ_kλ (α²/ω)(2πc²/(Ωω)) [J1 J2† + J2 J1†].

Here c²/ω² = 1/k², so the prefactor is 2πα²/(Ωk²). Reversing k turns J_i into J_i†, so the two terms have equal sums. With Σ_k → Ω∫d³k/(2π)³,

H_B = −α² ∫d³k/(2π)³ (4π/k²) Σ_λ v1 v2† e^{ik·r}.

The polarization sum follows from completeness: the two vectors ε and k/k span space, so

Σ_λ ε_a ε_b = δ_ab − k_a k_b/k².

*Orbit-orbit.* The two momentum vertices give H_oo = −α² D_ab p1_a p2_b, with

D_ab = ∫d³k/(2π)³ (4π/k²)(δ_ab − k_a k_b/k²) e^{ik·r}.

By rotational symmetry D_ab = Xδ_ab + Y r_a r_b/r². Its trace is twice the Coulomb integral, so 3X + Y = 2/r. Its component along r is, with μ the cosine of the angle between k and r,

X + Y = (1/π)∫₀^∞dk ∫₋₁¹dμ (1−μ²) cos(krμ).

The k integral is πδ(rμ), which selects μ = 0 and gives X + Y = 1/r. Hence X = Y = 1/(2r), and

D_ab = (1/2)[δ_ab/r + r_a r_b/r³].

Since k_a(δ_ab − k_a k_b/k²) = 0, also ∂_a D_ab = 0. The momenta may therefore be moved through D, and H_oo is Hermitian as written. For parallel momenta it is negative: parallel currents of like charges attract magnetically.

*Spin-other-orbit.* The spin of electron 1 and the momentum of electron 2 give, after the polarization sum, v1 v2† → i s1·(k×p2). The k_a k_b part drops out because k×k = 0. Differentiating the Coulomb integral gives

∫d³k/(2π)³ (4π/k²) i k e^{ik·r} = ∇(1/r) = −r/r³.

The contribution is −α² s1·[(−r/r³)×p2] = α² s1·(r×p2)/r³. With the roles exchanged, the spin vertex is conjugated, so i becomes −i and the result is −α² s2·(r×p1)/r³. This minus sign is what exchange symmetry demands, because r also changes sign when the labels are exchanged.

*Spin-spin.* The factors i and −i multiply to one, and the polarization sum gives

(s1×k)·(s2×k) = k² s1·s2 − (s1·k)(s2·k).

Division by k² leaves a constant, whose transform is a delta function. In the other part −k_a k_b becomes ∂_a∂_b:

H_ss = −α²[4πδ(r) s1·s2 + s1_a s2_b ∂_a∂_b(1/r)].

Away from the origin ∂_a∂_b(1/r) = (3r_a r_b − r²δ_ab)/r⁵, which has zero trace and zero angular average. At the origin symmetry permits a term Cδ_ab δ(r). The trace must be ∇²(1/r) = −4πδ(r), so C = −4π/3. The contact coefficient is therefore −α²(4π − 4π/3) = −8πα²/3, and the remainder is the dipolar term.

**Second derivation: shifting the field**

The same interaction can be found in position space without photons or energy denominators. Let Π be the momentum conjugate to the transverse field A. The field energy is

H_f = ∫d³x [2πΠ²/α² + (∇×A)²/(8π)].

Write the coupling as V_i = α∫d³x K_i(x)·A(x), with

K_i = (1/2){p_i, δ(x−r_i)} + ∇×[s_i δ(x−r_i)].

The braces denote the anticommutator; the second term follows from moving the curl off A by parts. For each electron define an attached field 𝒜_i(x), with zero divergence, by

∇×∇×𝒜_i = −4πα K_i^T,

where T denotes the transverse part. This is magnetostatics with the electron operators as sources.

Now transform the Hamiltonian with e^{iS}, where S = S1 + S2 and S_i = ∫d³x 𝒜_i·Π. Since i[S,A] = 𝒜1 + 𝒜2, integration by parts gives

i[S,H_f] = (1/4π)∫d³x A·∇×∇×(𝒜1+𝒜2) = −V.

The linear coupling is cancelled. To second order the expansion e^{iS}He^{−iS} = H + i[S,H] + (i²/2)[S,[S,H]] + … leaves

i[S,V] + (i/2)[S, −V] = (i/2)[S,V],

apart from commutators with the electronic Hamiltonian H_el. These describe retardation and are neglected. Operators of different electrons commute, so the cross terms contain only the commutator of Π with A:

(i/2)[S1,V2] = (α/2)∫d³x 𝒜1·K2.

The other cross term is (α/2)∫d³x 𝒜2·K1. The two are equal because the magnetostatic kernel is symmetric. Their sum is

H_B = α[p1·𝒜2(r1) + s1·ℬ2(r1)], with ℬ2 = ∇×𝒜2.

The factor one half has a plain meaning: the coupling energy of two currents is negative when they are parallel, and half of the total coupling energy is repaid as field energy.

*The field of a moving charge.* Let R = x − r2. The transverse part of p2 δ(R) is

p2 δ(R) + (1/4π)∇[p2·∇(1/R)],

since the divergence of the second term is −p2·∇δ(R). Using 1/R = (1/2)∇²R and δ(R) = −∇²(1/R)/(4π), this is −∇²[p2/R − (1/2)∇(p2·∇R)]/(4π). For a transverse field ∇×∇× = −∇², so

𝒜2 = −α[p2/R − (1/2)∇(p2·∇R)].

With ∂_a∂_b R = δ_ab/R − R_a R_b/R³,

𝒜2_a = −(α/2)[δ_ab/R + R_a R_b/R³] p2_b.

At x = r1, α p1·𝒜2 is H_oo. The gradient term has no curl, so ℬ2 = −α∇(1/R)×p2 = αR×p2/R³. Then α s1·ℬ2 is the first half of H_soo.

*The field of a spin.* For the source ∇×[s2 δ(R)] the solution is

𝒜2 = −α∇×(s2/R) = −α s2×R/R³.

This is the vector potential of a magnetic moment m = −αs2. The second half of H_soo is

α p1·𝒜2 = −α² p1·(s2×r)/r³ = −α² s2·(r×p1)/r³.

Ordering does not matter here, because a derivative of r/r³ has no antisymmetric part.

Outside the origin the curl of 𝒜2 is the dipole field [3n(n·m) − m]/R³, with n = R/R. Its angular average vanishes. The integral of ℬ2 over a small sphere can be found from its surface, where 𝒜2 is regular:

∫ℬ2 d³x = ∮dS n×𝒜2 = ∫dΩ_n [m − n(n·m)] = 4π(1 − 1/3)m = (8π/3)m.

Here dΩ_n is the solid angle. The radius has dropped out, so ℬ2 contains (8π/3)mδ(R). With m = −αs2, α s1·ℬ2 reproduces H_ss, including the contact term.

**What each derivation assumes**

Both treat one exchanged photon to order α² and use a Pauli description valid for k well below c. The delta function is the long-wavelength form of physics at short distance. H_B is therefore meant for expectation values in states smooth on the scale α bohr, not for unrestricted iteration in higher orders.

The photon sum assumes that ΔE is small beside ω. The field shift assumes that 𝒜 follows the electrons without delay. Both neglect the same physics, and the photon sum shows its order in α. Expanding the denominator one step further, with the energies of the initial and final states averaged, gives

δH = −Σ_kλ (2πα³/(Ωk³)) [J1,[J2†,H_el]].

The kinetic energy and an external potential are sums of one-electron terms, so they drop out of this double commutator. The repulsion 1/r survives between the two momentum vertices and gives (ε·∇)²(1/r)e^{ik·r}. Thus δH is one power of α smaller than H_oo. At small k the exponential tends to one, and the average of δ_ab − k_a k_b/k² over the directions of k is (2/3)δ_ab. The integrand then becomes (2/3)∇²(1/r) d³k/k³ = −(8π/3)δ(r) d³k/k³. The integral grows logarithmically, with a coefficient proportional to ⟨δ(r)⟩, until ck is comparable with ΔE, where the expansion fails. In a state that vanishes at r = 0 this logarithm is absent, but photons with ck near ΔE still leave a finite term of order α³ that δH does not contain. The logarithm belongs to the exchange term alone. Because p1 + p2 commutes with 1/r, the dropped self-energy terms contain −(ε·∇)²(1/r); with them e^{ik·r} becomes e^{ik·r} − 1, and the ⟨δ(r)⟩ logarithm at small k cancels. Long-wavelength photons are the ones that cannot be treated as instantaneous.

If the electrons do not interact otherwise, the first correction can vanish. Take two two-level systems with gap Δ, coupled with strength g to a mode of frequency ω through gσ_x(a + a†). To pass an excitation across, the intermediate state has either both systems down or both up, plus one photon. Its energy above the start is ω − Δ or ω + Δ:

−g²[1/(ω−Δ) + 1/(ω+Δ)] = −(2g²/ω)/(1 − Δ²/ω²).

The error is now quadratic. Numerical diagonalization of the same model with two counter-propagating modes, g = 0.003ω and four photon-number states per mode gives an exchange 1.0101 times the unretarded value at Δ/ω = 0.1, and 1.0417 times at 0.2. The quadratic law belongs to this model, not to electrons that repel.

The field-shift picture makes signs and the contact term visible as magnetostatics. The photon picture gives the denominators needed when retardation matters.

**Two electrons in a harmonic trap**

Let both electrons move in the potential w²r_i²/2 and repel through 1/r. Put R = (r1+r2)/2, now the centre of mass, and p1 = P/2 + p, p2 = P/2 − p. Then

H_el = P²/4 + w²R² + p² + w²r²/4 + 1/r.

The centre-of-mass ground state is e^{−wR²}, with energy 3w/2 and ⟨P_a P_b⟩ = wδ_ab. For relative angular momentum l try the radial function

F = r^l(1 + br)e^{−wr²/4}.

With Q = 1 + br, the radial equation for rF reduces to

−Q″ − 2[(l+1)/r − wr/2]Q′ + [w(l+3/2) + 1/r]Q = E_rel Q.

The 1/r terms give b = 1/[2(l+1)]. The constant terms give E_rel = w(l+3/2) + b, and the terms in r give E_rel = w(l+5/2). Hence w = b. The total energy is w(l+4): 2 hartree for l = 0, w = 1/2, and 1.25 hartree for l = 1, w = 1/4.

In H_oo the mixed P, p terms cancel because D is symmetric and transverse. What remains is

⟨H_oo⟩ = α²[⟨p_a D_ab p_b⟩ − (w/2)⟨1/r⟩].

Relative motion has opposite currents, which repel; common motion has parallel currents, which attract. D equals 1/r along r and 1/(2r) across it, so with N = ∫F²r²dr,

⟨p_a D_ab p_b⟩ = (1/N)∫dr [F′²r + l(l+1)F²/(2r)].

*Singlet, l = 0.* The integrals of rⁿe^{−r²/4} for n = 1 to 5 are 2, 2√π, 8, 12√π and 64. They give N = 8 + 5√π. Here F′ = (1/2 − r/4 − r²/8)e^{−r²/8}, so ∫F′²r dr = 1 + √π/4, while (w/2)∫F²r dr = 1 + √π/2. Therefore

⟨H_oo⟩ = −α²√π/[4(8+5√π)] = −0.02628α² = −1.399 microhartree.

The spin singlet has no spin-other-orbit average: the relative part contains s1 + s2, and ⟨P⟩ = 0. Its dipolar average also vanishes. With ⟨s1·s2⟩ = −3/4 the contact term is 2πα²⟨δ(r)⟩, where

⟨δ(r)⟩ = 1/(4πN) = 0.004719 bohr⁻³.

This gives +1.579 microhartree. The sum is 0.180 microhartree, or 4.9 μeV, a small remainder of two opposing terms.

*Triplet, l = 1.* Put q = √(2π). The integrals of rⁿe^{−r²/8} for n = 1 to 7 are 4, 4q, 32, 48q, 512, 960q and 12288. Now

F′ = (1 + r/2 − r²/8 − r³/32)e^{−r²/16}.

Thus N = 256 + 108q, ∫F′²r dr = 8 + 5q/2, ∫F²/r dr = 6 + 2q, and (w/2)∫F²r dr = 8 + 3q. It follows that

⟨H_oo⟩ = α²(6 + 3q/2)/N = 0.987 microhartree

α²⟨r⁻³⟩ = α²(6 + 2q)/N = 1.113 microhartree.

The contact term vanishes because F(0) = 0. Since p1 → p and p2 → −p, the spin-other-orbit average is −α²⟨r⁻³⟩⟨L·S⟩. From L·S = [J(J+1) − 4]/2, its factors are 2, 1, −1 for J = 0, 1, 2.

For S = 1, with n = r/r, the dipolar factor is 1 − (3/2)⟨(S·n)²⟩. In the Cartesian spin basis S·n annihilates the component along n, and (S·n)² = 1 across it. For J = 0 the spin vector is along n; for J = 1 it is across n. For J = 2 it is T_ab n_b, with T symmetric and traceless. Its fraction along n is (2/15)/(1/3) = 2/5. Thus ⟨(S·n)²⟩ = 0, 1, 3/5, and the factors are 1, −1/2, 1/10.

Adding orbit-orbit, spin-other-orbit and spin-spin, in microhartree:

J = 0: 0.987 + 2.227 + 1.113 = 4.327, or 118 μeV

J = 1: 0.987 + 1.113 − 0.557 = 1.543, or 42 μeV

J = 2: 0.987 − 1.113 + 0.111 = −0.015, or −0.4 μeV.

The retardation scale wα⟨r⟩, with ⟨r⟩ from numerical integration, is 0.0098 for the singlet and 0.0086 for the triplet. These figures give the small parameter of the expansion, not the size of the correction: a numerical coefficient, and in the singlet the logarithm, can change it several-fold. The full retardation correction is not computed here; in the triplet δH alone reduces to −(2/3π)α³⟨r⁻³⟩ = −0.0017 microhartree. The contact term has no retardation correction at first order, because a spin vertex depends on position alone and commutes with 1/r. The orbit-orbit term does have one. In the singlet the sum is about eight times smaller than that term, so a relative correction to the term weighs about eight times more in the sum. The logarithm of the exchange term is present there because ⟨δ(r)⟩ is not zero. In the triplet ⟨δ(r)⟩ = 0, so there is no logarithmic enhancement. The J = 2 sum is nevertheless an even smaller remainder, about 64 times smaller than its orbit-orbit term: one part in a thousand of that term is already 6 per cent of the sum. Other order-α³ effects are as large: two-photon exchange through A² shifts J = 2 by −0.0013 microhartree, or 8 per cent of the sum, and the departure of g from 2 shifts it by −0.0010, or 7 per cent.

These are averages of H_B, not complete relativistic shifts. The spin-own-orbit, Darwin and mass-velocity terms come from the relativistic treatment of each electron in the electrostatic and trap potentials, not from this photon exchange.
